# Cherenkov emission with recoil and its Frank-Tamm limit

## Problem

An electron of mass \(m\), energy \(E\) and momentum \(p\) moves through an unbounded, homogeneous, isotropic and nonmagnetic medium at rest. The medium is transparent at the photon energies considered and has a real refractive index \(n(\omega)\). The electron emits one photon of energy \(\omega\).

(a) Find the emission angle \(\theta\), keeping the recoil of the electron, and state when emission is possible.

(b) Find the emission rate per unit photon energy to lowest order in the charge, averaged over the initial electron spin and summed over the final spin and photon polarization.

(c) Identify the part of the rate that is due to the electron's spin, and describe forward emission.

(d) Find the rate when recoil vanishes, show that a classical current gives the same result, and find how the limit is approached, including near threshold.

(e) Evaluate the results for \(n=1.5\), \(\beta=0.8\) and \(\omega=3\) eV.

## Solution

### Conventions

I use \(\hbar=c=1\), the metric \((+,-,-,-)\) and Heaviside-Lorentz charge, so that \(e^2=4\pi\alpha\). The electron velocity is \(\beta=p/E\). A photon in the medium has momentum \(k=n\omega\), the wave vector that enters the phase of the field. Because the medium is homogeneous, this wave vector obeys \(\mathbf p'=\mathbf p-\mathbf k\), where primes denote the final electron.

The index is used here as an average over many atoms, with the wavelength assumed long compared with the atomic spacing. Absorption, scattering of the electron and the ends of its track are left out.

### (a) Emission angle

Energy conservation requires \(E'=E-\omega\). The final electron is on its mass shell, hence

\[
(E-\omega)^2=m^2+|\mathbf p-\mathbf k|^2
=m^2+p^2-2pn\omega\cos\theta+n^2\omega^2 .
\]

Expanding the left side and using \(E^2=m^2+p^2\) gives

\[
-2E\omega+\omega^2=-2pn\omega\cos\theta+n^2\omega^2 .
\]

Division by \(2pn\omega\) and \(E/p=1/\beta\) then give

\[
\boxed{\cos\theta=\frac{1}{n\beta}+\frac{\omega(n^2-1)}{2np}} .
\]

The first term is the cosine of the classical angle. To see the origin of the second, write the same equation as

\[
\omega=\mathbf v\cdot\mathbf k-\frac{k^2-\omega^2}{2E}.
\]

Classically the wave keeps a constant phase at the moving charge, \(\omega=\mathbf v\cdot\mathbf k\). Recoil adds the last term. For \(n>1\) it makes the angle smaller.

Squaring the energy equation could have admitted a root with \(E-\omega<0\), so the sign must be checked. For \(n>1\), the condition \(\cos\theta\le1\) reads

\[
\omega\le\Omega,\qquad \Omega=\frac{2(np-E)}{n^2-1}.
\]

With dispersion, \(n\) and therefore \(\Omega\) are evaluated at the photon energy in question. For constant \(n\), \(\Omega\) is the endpoint \(\omega_{\max}\) of the spectrum. Since \(p<E\),

\[
E(n^2-1)-2(np-E)=E(n^2+1)-2np>E(n-1)^2>0,
\]

so \(\Omega<E\) and the final energy is positive. A positive \(\Omega\) requires \(np>E\), that is \(n\beta>1\).

For \(0<n<1\), the condition \(\cos\theta\le1\) instead demands \(\omega\ge2(E-np)/(1-n^2)\). This bound exceeds \(E\), because \(2(E-np)-E(1-n^2)=E(1+n^2)-2np>0\). The root then has negative final energy and is spurious. For \(n=1\), \(\cos\theta=1/\beta>1\). Emission therefore needs \(n>1\), \(n\beta>1\) and \(\omega\le\Omega\).

### (b) Emission rate

**Photon field.** The vacuum normalization must be replaced by one that includes the energy stored in the medium. Let the electric field be \(\mathrm{Re}[\mathbf E_0(t)e^{-i\omega t}]\), with a slowly growing amplitude, and let \(\epsilon=n^2\). To first order in the slow derivative, the complex amplitude of \(\partial_t\mathbf D\) is

\[
-i\omega\epsilon\,\mathbf E_0+\frac{d(\omega\epsilon)}{d\omega}\,\dot{\mathbf E}_0 .
\]

The cycle average of \(\mathbf E\cdot\partial_t\mathbf D\) is half the real part of \(\mathbf E_0^*\) times this amplitude. The first term is imaginary and drops out. The second is a total time derivative. Adding the magnetic energy gives the energy density

\[
u=\frac14\left[\frac{d(\omega n^2)}{d\omega}|\mathbf E_0|^2+|\mathbf B_0|^2\right].
\]

In a volume \(V\), write one mode of the transverse vector potential as

\[
\mathbf A=A_k\,\boldsymbol\varepsilon\,a\,e^{i\mathbf k\cdot\mathbf x}+\text{c.c.},
\]

with \(a\) proportional to \(e^{-i\omega t}\). The field amplitudes satisfy \(|\mathbf E_0|=2\omega A_k|a|\) and \(|\mathbf B_0|=2n\omega A_k|a|\). The mode energy is thus

\[
Vu=V A_k^2\omega^2|a|^2
\left[\frac{d(\omega n^2)}{d\omega}+n^2\right]
=2n n_g V A_k^2\omega^2|a|^2,
\]

where \(n_g=d(n\omega)/d\omega=n+\omega\,dn/d\omega\). An oscillator with quanta of energy \(\omega\) has energy \(\omega|a|^2\), and therefore

\[
A_k^2=\frac{1}{2\omega n n_g V}.
\]

This normalization was tested by diagonalizing a field mode coupled to an oscillator medium.

**Matrix element.** Electron states are \(u\,e^{i\mathbf p\cdot\mathbf x}/\sqrt{2EV}\) with \(u^\dagger u=2E\). The coupling to the transverse field has magnitude \(e\int\psi^\dagger\boldsymbol\alpha\cdot\mathbf A\,\psi\,d^3x\). The space integral enforces \(\mathbf p'=\mathbf p-\mathbf k\) and cancels the two factors \(V^{-1/2}\) of the electron states. The squared matrix element is

\[
|H_{fi}|^2=\frac{A_k^2}{4EE'}|M|^2,\qquad
M=e\,\bar u(p')\,\gamma_\mu\varepsilon^\mu u(p),
\]

up to an irrelevant phase. I take real linear polarizations with \(\varepsilon^\mu=(0,\boldsymbol\varepsilon)\), \(\varepsilon^2=-1\) and \(\boldsymbol\varepsilon\cdot\mathbf k=0\).

**Spin sum.** In the following traces a slash means contraction with \(\gamma_\mu\). For one polarization,

\[
\frac12\sum_{\rm spins}|M|^2
=\frac{e^2}{2}\mathrm{Tr}\left[(\not p'+m)\not\varepsilon(\not p+m)\not\varepsilon\right].
\]

Traces with an odd number of gamma matrices vanish. The remaining two are

\[
\mathrm{Tr}[\not p'\not\varepsilon\not p\not\varepsilon]
=4[2(p'\cdot\varepsilon)(p\cdot\varepsilon)-(p'\cdot p)\varepsilon^2],
\qquad
m^2\mathrm{Tr}[\not\varepsilon\not\varepsilon]=4m^2\varepsilon^2 .
\]

Since \(k\cdot\varepsilon=0\), \(p'\cdot\varepsilon=p\cdot\varepsilon\). With \(\varepsilon^2=-1\) the result becomes

\[
\frac12\sum_{\rm spins}|M|^2
=2e^2\left[2(p\cdot\varepsilon)^2+p\cdot p'-m^2\right].
\]

The invariant product follows from the photon four-momentum:

\[
(p-p')^2=2m^2-2p\cdot p'=\omega^2-n^2\omega^2
\quad\Rightarrow\quad
p\cdot p'-m^2=\frac{(n^2-1)\omega^2}{2}.
\]

The photon four-momentum is spacelike for \(n>1\), which is why a free electron can emit a single photon here. Over the two polarizations, \(\sum(p\cdot\varepsilon)^2=p^2\sin^2\theta\), while the other term is counted twice. The full sum is

\[
S=4e^2\left[p^2\sin^2\theta+\frac{(n^2-1)\omega^2}{2}\right].
\]

**Phase space.** The golden rule gives

\[
d\Gamma=2\pi\,\delta(E-\omega-E')\,
\frac{V\,d^3k}{(2\pi)^3}\,
\frac{1}{2\omega n n_gV}\,
\frac{S}{4EE'} .
\]

After the azimuthal integral, \(d^3k=2\pi n^2\omega^2 n_g\,d\omega\,d\cos\theta\), because \(dk=n_g\,d\omega\). The group index cancels. At fixed \(\omega\), \(dE'/d\cos\theta=-pn\omega/E'\), so the delta function contributes \(E'/(pn\omega)\). Therefore

\[
\frac{d\Gamma}{d\omega}
=\frac{1}{2\pi}\,\frac{n\omega}{2}\,
\frac{1}{4EE'}\,\frac{E'}{pn\omega}\,S
=\frac{S}{16\pi Ep}.
\]

Substituting \(e^2=4\pi\alpha\) and \(p/E=\beta\), we obtain

\[
\boxed{\frac{d\Gamma}{d\omega}
=\alpha\beta\left[\sin^2\theta+\frac{(n^2-1)\omega^2}{2p^2}\right]},
\qquad \omega\le\Omega,
\]

with the angle from part (a). The rate is zero when the emission conditions fail.

### (c) The spin contribution

A spinless particle of the same charge and mass has the amplitude \(e(\mathbf p+\mathbf p')\cdot\boldsymbol\varepsilon=2e\,\mathbf p\cdot\boldsymbol\varepsilon\). Its squared sum over polarizations is \(4e^2p^2\sin^2\theta\). The phase space is unchanged, so its rate is \(\alpha\beta\sin^2\theta\). The second term in the electron rate is thus the addition due to spin.

At \(\theta=0\) this addition is all that remains. Put all momenta on the \(z\) axis, with \(p'_z=p-k\), and use

\[
u=\sqrt{E+m}\begin{pmatrix}\chi\\[2pt] \dfrac{p\sigma_z}{E+m}\chi\end{pmatrix}.
\]

Because \(\sigma_z\) anticommutes with the transverse matrix \(\boldsymbol\sigma\cdot\boldsymbol\varepsilon\),

\[
u'^\dagger\boldsymbol\alpha\cdot\boldsymbol\varepsilon\,u
=\sqrt{(E+m)(E'+m)}
\left[\frac{p}{E+m}-\frac{p'_z}{E'+m}\right]
\chi'^\dagger\,\boldsymbol\sigma\cdot\boldsymbol\varepsilon\,\sigma_z\,\chi .
\]

The transverse Pauli matrices have no diagonal elements, so forward emission reverses the electron spin along \(z\). The bracket is nonzero because \(p'_z\ne p\). This fits angular momentum conservation: the forward photon carries one unit along the axis, and the spin changes by one unit.

For constant \(n\), forward emission occurs at the endpoint. With \(\omega_{\max}/p=2(n-1/\beta)/(n^2-1)\), the rate there is

\[
\left.\frac{d\Gamma}{d\omega}\right|_{\omega_{\max}}
=\alpha\beta\,\frac{2(n-1/\beta)^2}{n^2-1}.
\]

The electron spectrum ends in a step, whereas the spinless spectrum goes to zero at the endpoint.

### (d) Vanishing recoil

Put the angle into the rate:

\[
\sin^2\theta
=1-\frac{1}{n^2\beta^2}
-\frac{(n^2-1)\omega}{n^2\beta p}
-\frac{(n^2-1)^2\omega^2}{4n^2p^2}.
\]

The two quadratic terms of the rate combine as

\[
\frac{(n^2-1)\omega^2}{4n^2p^2}\left[2n^2-(n^2-1)\right]
=\frac{(n^4-1)\omega^2}{4n^2p^2}.
\]

Hence

\[
\frac{d\Gamma}{d\omega}=\alpha\beta\left[
1-\frac{1}{n^2\beta^2}
-\frac{(n^2-1)\omega}{n^2\beta p}
+\frac{(n^4-1)\omega^2}{4n^2p^2}\right].
\]

At fixed \(n\) and \(\beta\), with \(n\beta>1\), the limit \(\omega/p\to0\) is the Frank-Tamm rate

\[
\boxed{\frac{d\Gamma_{\rm FT}}{d\omega}
=\alpha\beta\left(1-\frac{1}{n^2\beta^2}\right)} .
\]

Division by the velocity gives the yield per unit length, \(\alpha[1-1/(n^2\beta^2)]\) per unit photon energy.

**Classical derivation.** Let a charge have the prescribed path \(\mathbf x=\mathbf vt\), so that it cannot recoil. It drives the mode amplitude \(a\) with a force proportional to \(eA_k\,\mathbf v\cdot\boldsymbol\varepsilon\,e^{-i\mathbf k\cdot\mathbf vt}\). After a long time \(T\), the energy of the mode divided by \(\omega\) is

\[
|a|^2=e^2A_k^2(\mathbf v\cdot\boldsymbol\varepsilon)^2
\left|\int_0^T e^{i(\omega-\mathbf k\cdot\mathbf v)t}dt\right|^2
\to e^2A_k^2(\mathbf v\cdot\boldsymbol\varepsilon)^2\,
2\pi T\,\delta(\omega-\mathbf k\cdot\mathbf v).
\]

Sum over polarizations and modes, and divide by \(T\). The delta function in \(\cos\theta\) contributes \(1/(n\omega\beta)\), so

\[
\frac{1}{T}\frac{dN}{d\omega}
=\frac{2\pi n^2\omega^2n_g}{(2\pi)^3}\,
\frac{4\pi\alpha}{2\omega n n_g}\,
\beta^2\sin^2\theta\,
\frac{2\pi}{n\omega\beta}
=\alpha\beta\sin^2\theta,
\qquad \cos\theta=\frac{1}{n\beta}.
\]

This is the Frank-Tamm rate again. The quantum calculation differs from it through the recoil angle and the spin term.

**Approach to the limit.** Let \(x=\omega/\Omega\). From the definition of \(\Omega\),

\[
\frac{\omega}{p}=\frac{2x(n\beta-1)}{\beta(n^2-1)} .
\]

Inserting this into the expanded rate and dividing by the Frank-Tamm rate gives

\[
\frac{d\Gamma/d\omega}{d\Gamma_{\rm FT}/d\omega}
=1-\frac{2x}{n\beta+1}
+\frac{(n\beta-1)(n^2+1)}{(n\beta+1)(n^2-1)}\,x^2 .
\]

The classical result is thus approached for \(\omega\ll\Omega\), which is a stronger condition than \(\omega\ll p\) near threshold. If \(n\beta\to1\) from above at fixed \(n>1\) and fixed \(x\), the ratio tends to \(1-x\). At a given fraction \(x\) of the allowed range, recoil then lowers the rate by the fraction \(x\), however small \(\omega/p\) may be. Near threshold the classical rate is therefore recovered only for \(x\ll1\). Far from threshold the correction need not stay negative: when \((n\beta-1)(n^2+1)>2(n^2-1)\), which requires \(n>1+\sqrt2\), the spin term lifts the rate above the Frank-Tamm value near the endpoint.

### (e) Numbers

The index \(n=1.5\) is a model value, taken as constant over the optical band. The electron has \(\gamma=1.6667\), \(E=851.66\) keV and \(pc=681.33\) keV. Since \(n\beta=1.2\), the classical angle has

\[
\cos\theta_0=\frac{1}{1.2}=0.8333,\qquad
\theta_0=33.56^\circ,\qquad \sin^2\theta_0=0.3056 .
\]

With \(\hbar\) and \(c\) restored, the recoil term contains \(\hbar\omega/(pc)\). Its value is

\[
\Delta\cos\theta
=\frac{3\times1.25}{2\times1.5\times681332}
=1.835\times10^{-6}.
\]

The angle changes by \(-\Delta\cos\theta/\sin\theta_0=-3.32\times10^{-6}\) rad.

The Frank-Tamm rate is \(2.710\times10^{12}\) photons per second per eV, and the yield is 113.0 photons per centimetre per eV. The band from 2 to 3 eV is 1 eV wide, so it receives 113.0 photons per centimetre of track at this fixed velocity. This is a local yield. In a plastic or glass with \(n\approx1.5\), collisions, which are left out here, slow an electron of 341 keV kinetic energy to the threshold of 175 keV within roughly half a millimetre, so the whole track emits only a few photons in this band.

For constant \(n\), the formal endpoint is

\[
\omega_{\max}
=\frac{2(1.5\times681332-851665)}{1.25}\ \text{eV}
\approx2.725\times10^5\ \text{eV}.
\]

This value measures the size of recoil; it does not predict a spectrum extending that far, since the optical index cannot be carried to such energies. The leading relative correction to the rate at 3 eV is

\[
-\frac{2}{2.2}\,\frac{3}{2.725\times10^5}
=-1.001\times10^{-5},
\]

in agreement with the full formula. The spin term is \(1.21\times10^{-11}\), to be compared with \(\sin^2\theta_0=0.3056\).

To find where recoil forbids a 3 eV photon, set \(\Omega=\omega\). This gives \(E(n\beta-1)=\omega(n^2-1)/2\), with \(E\) evaluated at the new velocity. The solution is \(n\beta-1=2.73\times10^{-6}\). Between this value and zero, the classical formula allows the photon but energy and momentum conservation do not. This window belongs to the idealized model. It is only 1.5 eV wide in electron energy, and resolving it would need uniform motion over a length \(1/[k(n\beta-1)]\approx1.6\) cm, whereas the mean energy loss in a solid carries the electron through it in a few nanometres.

A strong-recoil case makes both quantum terms visible. It is a formal test in an oscillator medium: the wavelength \(2\pi/k\) is about 5 pm, far below the atomic spacing, so the averaging assumed for the index would not hold in a real material. In units of \(m\), take \(p=1.3333\), \(\omega=0.30198\) and \(k=0.46\), so that \(n=1.5233\). Recoil raises \(\cos\theta\) from 0.8206 to 0.9188. In units of \(\alpha\beta\), the spinless rate is 0.1559, and the spin term adds

\[
\frac{(1.5233^2-1)\times0.30198^2}{2\times1.3333^2}=0.0339 .
\]

The electron rate is 0.1898, about 42% below the Frank-Tamm value of 0.3266. A golden-rule calculation with explicit Dirac spinors and a narrow Gaussian in place of the energy delta function gives the same rate within the tested relative tolerance of \(10^{-5}\).

For \(n=1.5\) and \(\beta=0.8\), the same method at small \(\omega\) gives a relative slope of \(-0.9080\) in \(\omega/\omega_{\max}\), against the limiting value \(-2/2.2=-0.9091\). The positive quadratic term shifts the finite-\(\omega\) result in this direction; the finite widths used in the numerical calculation have a smaller effect. The remaining values are in the numerical output.

## Calculated quantities

```
electron rest energy: 510998.95 eV
index n: 1.5   velocity beta: 0.8   photon energy: 3.0 eV
n*beta: 1.2000   gamma: 1.666667
electron energy E: 851664.9 eV
electron momentum pc: 681331.9 eV
classical cos(theta): 0.833333
classical angle: 33.5573 degrees
recoil shift of cos(theta): 1.8346e-06
recoil shift of angle: -3.3190e-06 rad
classical sin^2(theta): 0.305556
Frank-Tamm rate: 2.71007e+12 photons/(s eV)
Frank-Tamm yield: 112.998 photons/(cm eV)
relative recoil correction of rate: -1.0007e-05
leading-order value of that correction: -1.0007e-05
spin term (n^2-1)omega^2/(2p^2): 1.2117e-11
photons from 2 to 3 eV: 112.997 per cm
formal endpoint for constant n: 272532.8 eV
n*beta-1 where endpoint equals 3 eV: 2.7349e-06
Strong-recoil test, energies and momenta in units of m:
p: 1.333333   beta: 0.8000
photon momentum: 0.4600   energy: 0.301978
index: 1.523289   group index: 1.610266
cos(theta), no recoil: 0.820593
cos(theta), energy-conservation root: 0.918753
rate/(alpha beta), golden rule: 0.189759
rate/(alpha beta), formula: 0.189759
rate/(alpha beta), spinless: 0.155894
rate/(alpha beta), Frank-Tamm: 0.326627
Approach to the limit, n = 1.5, beta = 0.8:
classical current/(alpha beta): 0.305555
slope in omega/omega_max, golden rule: -0.9080
slope in omega/omega_max, formula: -0.9091
```
